# Shortest Resolvable Switching Time of a Hafnia Capacitor Driven Through 50 Ohms

## 1. A film that switches instantly

Take a ferroelectric film whose polarization follows the voltage without any delay of its own. It does not switch below a threshold voltage $V_c$, and at $V_c$ it accepts reversal charge as fast as the circuit supplies it. A source of voltage $V_0>V_c$ drives it through a resistance $R$.

While the polarization reverses, the film voltage stays at $V_c$. The resistor then has the constant voltage $V_0-V_c$ across it and carries the constant current $(V_0-V_c)/R$. If the reversal needs a charge $Q_s$, it lasts

$$t_Q=\frac{RQ_s}{V_0-V_c}. \tag{1}$$

The material is infinitely fast, yet the recorded switching time is finite. It is set by the circuit, the reversal charge and the threshold voltage, and it contains no permittivity.

For numbers, take an area $A=100\ \mu\mathrm{m}^2$, a thickness $d=10$ nm and $R=50\ \Omega$. The polarization and the voltages must also be known. I choose round model values: remanent polarization $P_r=20\ \mu\mathrm{C/cm^2}$, $V_c=1$ V and $V_0=3$ V. Reversal from $-P_r$ to $+P_r$ requires

$$Q_s=2P_rA=2\,(0.20\ \mathrm{C/m^2})(10^{-10}\ \mathrm{m^2})=40\ \mathrm{pC},$$

so that

$$t_Q=\frac{(50\ \Omega)(40\ \mathrm{pC})}{2\ \mathrm{V}}=1.0\ \mathrm{ns}.$$

The current during reversal is $2\ \mathrm{V}/50\ \Omega=40$ mA.

## 2. Why the RC time is not the answer

The permittivity $\varepsilon_r=30$ describes the background response, the part of the charge that is linear in voltage and does not involve reversal. Its capacitance, with edge fields neglected, is

$$C=\frac{\varepsilon_0\varepsilon_rA}{d}=2.66\ \mathrm{pF},\qquad \tau=RC=0.13\ \mathrm{ns}.$$

Suppose first that no polarization reverses, as when a second pulse of the same polarity is applied. The current through the resistor only charges $C$:

$$\frac{V_0-V}{R}=C\frac{dV}{dt},\qquad V(0)=0,\qquad V=V_0\left(1-e^{-t/\tau}\right).$$

The voltage reaches the fraction $f$ of $V_0$ at $t=-\tau\ln(1-f)$. The 10 to 90 percent rise time is therefore $\tau\ln(0.9/0.1)=\tau\ln 9=0.29$ ns.

These times answer the question of how fast the voltage on a non-switching capacitor can change. A switching capacitor must also receive $Q_s$ through the same resistor. The ratio of the two scales is

$$\frac{t_Q}{\tau}=\frac{RQ_s}{V_0-V_c}\,\frac{1}{RC}=\frac{Q_s}{C(V_0-V_c)}=\frac{40\ \mathrm{pC}}{5.3\ \mathrm{pC}}=7.5 .$$

It compares the reversal charge with the background charge for the same overdrive $V_0-V_c$. The area cancels, so a smaller capacitor has the same ratio. The two scales become equal when the overdrive is $Q_s/C=15$ V. With the threshold added, this means 16 V across 10 nm, or 16 MV/cm. Breakdown fields of such films are roughly a few MV/cm, so for this polarization the charge-delivery time is the larger scale at any usable voltage.

## 3. The exact charge balance

Now let the material have kinetics of its own. Let $q(t)$ be the reversal charge delivered so far, rising from 0 to $Q_s$. The total charge on the electrode changes by $CV+q$, and the current balance is

$$\frac{V_0-V}{R}=C\frac{dV}{dt}+\frac{dq}{dt}. \tag{2}$$

Here $R$ is the total series resistance. If a 50 ohm source is followed by a 50 ohm sensing resistor in series with the film, $R$ is 100 ohms and $t_Q$ doubles.

Assume that reversal proceeds only for $V>V_c$. Before that, the film charges as in Section 2 and reaches $V_c$ after

$$t_1=\tau\ln\frac{V_0}{V_0-V_c}=0.054\ \mathrm{ns}.$$

From here on I set $t=0$ at this moment. The film voltage does not fall below $V_c$ afterwards: at $V=V_c$ the reversal current vanishes, and (2) gives $C\,dV/dt=(V_0-V_c)/R>0$.

It is convenient to measure the voltage by the dimensionless overdrive

$$x=\frac{V-V_c}{V_0-V_c},\qquad x(0)=0,\qquad x\ge 0 .$$

Then $V_0-V=(V_0-V_c)(1-x)$ and $dV/dt=(V_0-V_c)\,dx/dt$. Insert both into (2) and multiply by $R/(V_0-V_c)$:

$$1-x=\tau\frac{dx}{dt}+\frac{R}{V_0-V_c}\frac{dq}{dt}.$$

Integrate from $0$ to the time $t_f$ at which a fraction $f$ of the charge has been reversed, $q=fQ_s$. The last term gives $f\,t_Q$ by definition (1), and the derivative of $x$ gives $\tau x(t_f)$. Solving for $t_f$,

$$t_f=f\,t_Q+\int_0^{t_f}x\,dt+\tau\,x(t_f). \tag{3}$$

No kinetic law has been used. Both corrections are non-negative, hence

$$t_f\ge f\,t_Q . \tag{4}$$

The two corrections have distinct meanings. The integral is the time lost because the film takes a share of the voltage and so reduces the current. The last term is the time spent on charging the background capacitance above the threshold. The instantly switching film has $x=0$ throughout and attains the bound.

## 4. Linear kinetics: an exact equation for the duration

To see how a material time enters, take a reversal current proportional to the overdrive,

$$\frac{dq}{dt}=\frac{V-V_c}{R_f}\qquad (V>V_c,\ q<Q_s), \tag{5}$$

where $R_f$ is a resistance that represents the friction of the reversal. If the full source voltage stood across the film, the current would be $(V_0-V_c)/R_f$ and the reversal would take the intrinsic time

$$t_{\rm int}=\frac{R_fQ_s}{V_0-V_c},\qquad \epsilon\equiv\frac{t_{\rm int}}{t_Q}=\frac{R_f}{R}. \tag{6}$$

The second relation follows on dividing by (1). The parameter $\epsilon$ is small for a fast material and large for a slow one.

Let $t_{\rm sw}$ be the time of complete reversal, $f=1$. Integrating (5) up to $t_{\rm sw}$ gives

$$Q_s=\frac{V_0-V_c}{R_f}\int_0^{t_{\rm sw}}x\,dt
\quad\Longrightarrow\quad \int_0^{t_{\rm sw}}x\,dt=t_{\rm int}.$$

So the first correction in (3) is the intrinsic time itself. For the second we need $x(t_{\rm sw})$. With (5), the balance becomes

$$\tau\frac{dx}{dt}=1-x-\frac{R}{R_f}x=1-\frac{1+\epsilon}{\epsilon}\,x .$$

The solution that starts from zero is

$$x=\frac{\epsilon}{1+\epsilon}\left(1-e^{-t/\tau'}\right),\qquad \tau'=\frac{\epsilon}{1+\epsilon}\,\tau=\frac{CRR_f}{R+R_f}. \tag{7}$$

The steady value is that of a voltage divider made of $R$ and $R_f$, and $\tau'$ is the time constant of $C$ with the two resistances in parallel. Since $\tau\epsilon/(1+\epsilon)=\tau'$, equation (3) reads

$$t_{\rm sw}=t_Q+t_{\rm int}+\tau'\left(1-e^{-t_{\rm sw}/\tau'}\right). \tag{8}$$

The exponential can be dropped for every $\epsilon$ in our example. From (8), $t_{\rm sw}\ge t_Q+t_{\rm int}=t_Q(1+\epsilon)$, and therefore

$$\frac{t_{\rm sw}}{\tau'}\ge\frac{t_Q}{\tau}\,\frac{(1+\epsilon)^2}{\epsilon}\ge\frac{4t_Q}{\tau}\approx 30 .$$

The last inequality uses $(1+\epsilon)^2-4\epsilon=(1-\epsilon)^2\ge0$. An error of at most $e^{-30}\tau'$ is negligible, and we may use

$$t_{\rm sw}\simeq t_Q+t_{\rm int}+\frac{\epsilon}{1+\epsilon}\,\tau. \tag{9}$$

## 5. Fast material: the limit and its first correction

For $\epsilon\ll1$, expand $\epsilon/(1+\epsilon)=\epsilon-\epsilon^2+\dots$ in (9). With $\epsilon\tau=t_{\rm int}\tau/t_Q$,

$$t_{\rm sw}=t_Q+t_{\rm int}\left(1+\frac{\tau}{t_Q}\right)-\tau\epsilon^2+\dots \tag{10}$$

The leading term does not depend on the speed of the material, only on its reversal charge and threshold. The first correction is proportional to the intrinsic time, with a factor slightly above one:

$$1+\frac{\tau}{t_Q}=1+0.13=1.13 .$$

The excess over one comes from charging the background capacitance to the small extra voltage that drives the reversal.

For $t_{\rm int}=0.10$ ns, the first correction gives $1.000+0.113=1.113$ ns. Direct integration of the circuit equation gives 1.112 ns. The difference is the next term, $\tau\epsilon^2=0.13\times0.01\approx0.001$ ns. At $t_{\rm int}=0.30$ ns, the first correction gives 1.340 ns and the integration 1.331 ns; the expansion is still good to better than one percent of the duration.

These numbers show what "resolvable" means here. If the intrinsic time falls by a factor of ten, from 0.10 to 0.01 ns, the recorded duration falls from 1.112 to 1.011 ns, or by nine percent. The record approaches 1 ns and stays there.

One can try to go lower by inverting (10):

$$t_{\rm int}\approx\frac{t_{\rm sw}-t_Q}{1+\tau/t_Q}.$$

This subtracts two nearly equal times. Because $t_Q$ is proportional to $Q_s$, an error of 10 percent in the reversal charge shifts $t_Q$ by 0.1 ns. That is as large as the effect of an intrinsic time of about 0.1 ns. Such a subtraction is an inference that requires accurate values of $Q_s$, $R$, $V_0$ and $V_c$, and, as Section 7 shows, the correct kinetic law.

## 6. Slow material: the opposite limit

For $\epsilon\gg1$, write $\epsilon/(1+\epsilon)=1-1/(1+\epsilon)=1-1/\epsilon+\dots$. Then (9) becomes

$$t_{\rm sw}=t_{\rm int}+(t_Q+\tau)-\tau\frac{t_Q}{t_{\rm int}}+\dots \tag{11}$$

Now the material sets the leading term, and the circuit adds a constant offset $t_Q+\tau=1.13$ ns. For $t_{\rm int}=10$ ns this gives 11.13 ns, against 11.12 ns from the integration. Even here the circuit lengthens the record by 11 percent of the intrinsic time. The offset contains the RC time, but most of it is charge delivery.

The two limits meet at $t_{\rm int}=t_Q$. Equation (9) then gives $t_{\rm sw}=2t_Q+\tau/2=2.07$ ns, in agreement with the integrated value, and the material accounts for about half of the duration. This is a sensible boundary between a record that shows the material and one that shows the circuit. Both criteria, the floor of the recorded duration and the equality of the two contributions, lead to the same time, $t_Q\approx1$ ns.

## 7. The first correction depends on the kinetic law

The leading term $f\,t_Q$ is common to all laws that obey the threshold assumption and become fast enough for $x$ to vanish. The correction is not. Consider reversal that grows from a small seed and speeds up with the square of the overdrive. With $p=q/Q_s$,

$$\frac{dp}{dt}=k\,(p+s)(1-p)\,x^2,\qquad s=0.01 . \tag{12}$$

Under this law the reversal is never quite complete, so we take $f<1$. At full source voltage, $x=1$, the time to reach the fraction $f$ is

$$t_{\rm mat}=\frac1k\int_0^f\frac{dp}{(p+s)(1-p)},$$

which is proportional to $1/k$. In the circuit, a large $k$ makes $x$ small. The current is then nearly the full $(V_0-V_c)/R$, so to leading order $dp/dt=1/t_Q$. Equating this to (12) gives the overdrive that the film must keep:

$$x\simeq\frac{1}{\sqrt{k\,t_Q\,(p+s)(1-p)}} .$$

Put this into (3), with $dt\simeq t_Q\,dp$:

$$t_f-f\,t_Q\simeq\frac{1}{\sqrt k}\left[\sqrt{t_Q}\int_0^f\frac{dp}{\sqrt{(p+s)(1-p)}}+\frac{\tau}{\sqrt{t_Q(f+s)(1-f)}}\right]. \tag{13}$$

At the very start $x$ must rise from zero to this value. The rise takes a time of order $\tau x$, and its effect on the integral of $x$ is of order $\tau x^2\sim1/k$, which is beyond the order kept.

The first correction thus varies as $k^{-1/2}$, that is, as the square root of the intrinsic time, whereas (10) is linear in it. The physical reason is that the rate is quadratic in the overdrive: a material that is 100 times faster lowers the required overdrive by only a factor of 10.

For $f=0.9$ the bound (4) is 0.900 ns. The integrated times are 1.010 ns for $t_{\rm mat}=0.010$ ns and 0.934 ns for $t_{\rm mat}=0.001$ ns. The excesses over the bound are 0.110 and 0.034 ns. Equation (13) gives 0.106 and 0.033 ns. The ratio of the integrated excesses, taken before rounding, is about 3.3. It approaches $\sqrt{10}\approx3.16$ as $k$ grows and the terms of order $1/k$ fade. At $t_{\rm mat}=1$ ns the duration is 2.56 ns, and the expansion no longer applies.

This has a practical consequence. Someone who reads the excess of 0.110 ns with the linear law would assign an intrinsic time of about 0.1 ns to a material whose intrinsic time is 0.01 ns. Below $t_Q$, the result of a subtraction is only as good as the assumed law.

## 8. Conditions, and what can be changed

**The source.** A real source does not rise instantly. If its voltage never exceeds $V_0$, the bound (4) still holds. Reversal proceeds only while $V>V_c$, when the resistor carries less than $(V_0-V_c)/R$. The background capacitance holds the charge $CV_c$ when reversal begins and at least as much when it ends, so it supplies no net charge. A source that is still rising during the reversal lengthens it further. Capacitance in parallel with the film adds to $C$ and also leaves the bound intact. Series inductance adds a voltage that the balance (2) does not contain, so the bound is not proved for that case.

**The threshold.** In real films the switching voltage usually rises with the speed of reversal. The $V_c$ in (1) must therefore be the value that applies on the nanosecond scale; a value from a slow measurement makes the estimate too short. The 1 V chosen here, 1 MV/cm, is of the size found in slow hysteresis loops; with $V_c=2$ V and the same source, (1) gives 2 ns. Some films also begin to switch well below the nominal $V_c$. A weaker bound survives if we assume only that $V\ge0$. Integrate (2) from the moment of the voltage step, when $V=0$, to complete reversal at time $T$:

$$V_0T-\int_0^TV\,dt=R\left[CV(T)+Q_s\right]
\quad\Longrightarrow\quad T\ge\frac{RQ_s}{V_0}=\frac{(50\ \Omega)(40\ \mathrm{pC})}{3\ \mathrm{V}}=0.67\ \mathrm{ns}.$$

Without the threshold assumption the floor is thus lower by a third, but it is still about five times the RC time. The argument needs only $\int_0^TV\,dt\ge0$ and $V(T)\ge0$. This matters for a single-domain Landau film, whose equilibrium voltage is $\tfrac{3\sqrt3}{2}V_c(u^3-u)$ with $u=P/P_r$. Its voltage falls during reversal and passes below zero, so (4) does not apply. For a fast film of this kind with the same $P_r$ and $V_c$, equation (2) gives complete reversal about 0.71 ns after the step, shorter than $t_Q$ and longer than $RQ_s/V_0$.

**The polarization.** The value of 1 ns rests on the chosen $P_r$ and overdrive. By (1), it is proportional to $P_r$ and to $R$, and inversely proportional to $V_0-V_c$. If only part of the film switches, $Q_s$ is the charge that is really reversed.

**Area and voltage.** Because $Q_s\propto A$, a capacitor of $10\ \mu\mathrm{m}^2$ has $t_Q=0.10$ ns. Raising the source to 5 V at the original area doubles the overdrive and gives $t_Q=0.50$ ns. Integration with linear kinetics and $t_{\rm int}=0.001$ ns gives 0.101 and 0.501 ns, close to these floors. A smaller area is the safer change, since it does not load the film with a higher field. With the 5 V source the field reaches 5 MV/cm once reversal is complete, which may exceed the breakdown field; the 3 V source already brings it to 3 MV/cm, which leaves little margin. At 0.1 ns, though, the rise time of the source and the inductance of the leads must be examined before the floor can be claimed as the resolution.

For the capacitor as specified, with the polarization and voltages chosen here and reversal only above a sharp threshold, the shortest switching time that can be resolved directly is about 1 ns; without a threshold the floor is $RQ_s/V_0=0.67$ ns. The RC time of 0.13 ns sets the scale of its non-switching response, whose 10 to 90 percent rise time is 0.29 ns. The numerical output lists the integrated durations for both kinetic laws.

## Values computed for the example and the checks

```
Area: 100 um^2; thickness: 10 nm
Relative permittivity: 30; resistance: 50 ohm
Chosen remanent polarization Pr: 20 uC/cm^2
Chosen threshold Vc: 1.0 V; source step V0: 3.0 V
Background capacitance C: 2.656 pF
RC time constant: 0.1328 ns
10-90 % rise time without reversal: 0.292 ns
Reversal charge Qs: 40.0 pC
Background charge C*(V0-Vc): 5.31 pC
Largest current during reversal (V0-Vc)/R: 40.0 mA
Delay until film reaches Vc: 0.0539 ns
Charge-delivery time t_Q: 1.000 ns
Ratio t_Q/RC: 7.53
Delay plus t_Q: 1.054 ns
Overdrive at which t_Q = RC: 15.1 V
Source voltage/thickness at that point: 16.1 MV/cm
Linear kinetics: intrinsic, integrated, predicted duration (ns)
    0.01     1.011     1.011
    0.10     1.112     1.112
    0.30     1.331     1.331
    1.00     2.066     2.066
    3.00     4.100     4.100
   10.00    11.121    11.121
Bound for 90 % reversal: 0.900 ns
Nonlinear kinetics: intrinsic, integrated 90 % time (ns)
   1.000     2.557
   0.100     1.286
   0.010     1.010
   0.001     0.934
Design changes at intrinsic time 0.001 ns:
  area (um^2), V0 (V), t_Q (ns), integrated duration (ns)
    100   3.0    1.000   1.0011
    100   5.0    0.500   0.5013
     10   3.0    0.100   0.1011
```
